\section*{Implicit integration of Anand's solder law and the explicit stability limit}

A backward Euler step of Anand's viscoplastic law reduces to one bracketed scalar equation, and differentiating that equation gives the tangent that a global Newton iteration needs. A forward Euler step is linearly stable only while $\lambda\Delta t<2$. In established flow at an imposed equivalent strain rate $\dot e$,
\begin{equation}
\lambda\simeq\frac{3G\,\xi\,\dot e}{m\,s\tanh x},\qquad x=\frac{\xi q}{s}.
\label{lam}
\end{equation}
Here $G$ is the shear modulus, $q$ the equivalent stress, $s$ the deformation resistance, and $\xi,m$ are material constants. Thermal mismatch makes $\dot e$ proportional to the ramp rate, so a rapid ramp destabilizes explicit updates at a fixed time step. At a fixed temperature increment per step, the ramp rate matters much less.

\section{The law and the naive update}

Strains are small, elasticity is isotropic with temperature-independent moduli, and plastic flow follows the stress deviator $\mathbf t$, with $q=\sqrt{3/2}\,|\mathbf t|$. Anand's law reads
\begin{align}
f&=\hat A(T)\sinh^{1/m}x,\qquad \hat A=Ae^{-Q/kT},\label{flow}\\
\dot s&=hf,\qquad h=h_0|r|^a\,\mathrm{sign}\,r,\qquad r=1-\frac{s}{s^*},\\
s^*&=\hat s\,(f/\hat A)^n=\hat s\,\sinh^{n/m}x,
\end{align}
where $f$ is the equivalent plastic strain rate and $a>1$. The equations hold in any consistent units, atomic units included; below, $Q$ is in eV and stress in MPa.

Under proportional loading the stress obeys $\dot q=3G(\dot e-f)$. The naive update takes all rates at the start of the step:
\begin{equation}
q_{n+1}=q_n+3G\Delta t(\dot e-f_n),\qquad s_{n+1}=s_n+\Delta t\,h_nf_n.
\end{equation}

Consider a solder joint sheared by $b=2\times10^{-4}$ per kelvin. Pure shear $\gamma$ has equivalent strain $\gamma/\sqrt3$, so $\dot e=b\dot T/\sqrt3$. At $\dot T=10$ K/s this is $1.155\times10^{-3}$ s$^{-1}$. With $3G=45\,000$ MPa and $\Delta t=0.5$ s, the elastic stress increment is
\[
45\,000\times1.155\times10^{-3}\times0.5=26\ \text{MPa}.
\]
Starting at 250 K without stress, the first two steps are nearly elastic and carry $q$ to about 51 MPa. The third step uses the flow rate at that overshot stress and ends at 265 K with $q=-1.49\times10^8$ MPa. Dividing by $3G\Delta t=22\,500$ MPa s shows the rate that was applied: about $6.6\times10^3$ s$^{-1}$, millions of times the imposed one. The true solution would have relaxed long before reaching such a rate.

\section{Where the limit comes from}

Freeze the temperature and perturb $(q,s)$. Subscripts $q,s,x$ denote partial derivatives, and $h_*=\partial h/\partial s^*$. Since $x=\xi q/s$,
\begin{equation}
f_q=\frac{\xi}{s}f_x=\frac{\xi f}{m s\tanh x},\qquad f_s=-\frac{x}{s}f_x=-\frac qs f_q.
\end{equation}
The derivatives of $h$ follow from $dh/dr=h_0a|r|^{a-1}$:
\begin{equation}
h_s=-\frac{h_0a|r|^{a-1}}{s^*}\le0,\qquad h_*=\frac{h_0a|r|^{a-1}s}{s^{*2}}\ge0.
\end{equation}
The Jacobian of $(\dot q,\dot s)$ is
\[
J=\begin{pmatrix}-3Gf_q&-3Gf_s\\
hf_q+fh_*s^*_x\xi/s&hf_s+fh_s-fh_*s^*_xx/s\end{pmatrix}.
\]
In the determinant the two terms with $h$ cancel. The terms with $h_*$ are
\[
3Gfh_*s^*_x\left(f_q\frac xs+f_s\frac\xi s\right)=0,
\]
because $f_s\xi/s=-f_qx/s$. Hence
\begin{align}
\det J&=-3Gff_qh_s\ge0,\\
\mathrm{tr}J&=-f_q\left(3G+\frac{hq}{s}\right)+fh_s-fh_*s^*_x\frac xs.
\end{align}
The trace is negative in hardening, $h\ge0$, and also in softening if $3G+hq/s>0$. Neither eigenvalue then has a positive real part: the frozen physical system has no growing mode.

Forward Euler multiplies a mode with eigenvalue $\mu$ by $1+\Delta t\mu$. For real $\mu=-\lambda$ this factor has modulus below one if $0<\lambda\Delta t<2$. The faster mode has
\begin{equation}
\lambda=\tfrac12\left[-\mathrm{tr}J+\sqrt{(\mathrm{tr}J)^2-4\det J}\right].
\label{exactlam}
\end{equation}
The square root was real at every computed state of the two ramps treated below. Beyond the limit a disturbance changes sign and grows at each step, although the law itself damps it.

To estimate $\lambda$, differentiate $q=sx/\xi$:
\begin{equation}
\dot q=\frac{x}{\xi}\dot s+\frac{s}{\xi}\dot x=\frac{q}{s}hf+\frac s\xi\dot x.
\end{equation}
In established flow $x$ drifts slowly. Dropping $\dot x$ and equating with $3G(\dot e-f)$ gives
\begin{equation}
f\left(3G+\frac{hq}{s}\right)\simeq3G\dot e.
\label{balance}
\end{equation}
The leading part of $\lambda$ is $f_q(3G+hq/s)$. Inserting $f_q$ and \eqref{balance} gives \eqref{lam}. The hardening modulus has dropped out: it speeds up the relaxation at given $f$, but lowers $f$ by the same factor.

The size of the dropped drift can be found. At constant $f$, the logarithm of \eqref{flow} gives $\dot x=-m\tanh x\,Q\dot T/(kT^2)$. At 400 K in the fast ramp, $(s/\xi)|\dot x|/\dot T$ is about 0.12 MPa/K, while the elastic loading is $3G\dot e/\dot T=5.2$ MPa/K. There the omission costs about 2\%; at 300 K it costs about 4\%.

Setting $\Delta T=\dot T\Delta t$ and $\lambda\Delta t=2$ gives the critical temperature increment
\begin{equation}
\Delta T_c\simeq\frac{2\sqrt3\,m\,s\tanh x}{3G\xi b}.
\label{dtc}
\end{equation}
Two limits show what the ramp rate does. For $x\gg1$, $\tanh x\to1$ and $f\propto\exp[\xi q/(ms)]$ at fixed $s$ and $T$. The condition then says that the elastic stress increment must stay below two e-folding stresses, $2ms/\xi$. Apart from the weak dependence of $s$ on rate, $\Delta T_c$ is independent of $\dot T$, and $\Delta t_c\propto1/\dot T$. For $x\ll1$ near saturation, $\tanh x\simeq x\simeq(\dot e/\hat A)^m$. At fixed $s$ and $T$, $\Delta T_c\propto\dot T^m$ and $\Delta t_c\propto\dot T^{m-1}$. With $m<1$, faster ramps still need shorter time steps, but tolerate larger temperature increments.

\section{Replacing the start-of-step rate}

The explicit update fails because the flow rate cannot respond to the stress it is removing. The remedy is to evaluate $f$ and $h$ at the end of the step. Let the trial deviator be $\mathbf t_{tr}=\mathbf t_n+2G\,\mathrm{dev}\,\Delta\boldsymbol\varepsilon$, and let $\mathbf n$ be the unit tensor along $\mathbf t$. The plastic strain increment is $\sqrt{3/2}\,\Delta p\,\mathbf n$, so
\begin{equation}
\mathbf t=\mathbf t_{tr}-2G\sqrt{3/2}\,\Delta p\,\mathbf n.
\end{equation}
Thus $\mathbf t_{tr}$ is parallel to $\mathbf n$, and $\mathbf n=\mathbf t_{tr}/|\mathbf t_{tr}|$. Taking norms and multiplying by $\sqrt{3/2}$,
\begin{equation}
q=q_{tr}-3G\Delta p,\quad \Delta p=\Delta t f(x,T),\quad s=s_n+h(s,s^*)\Delta p.
\end{equation}

Using $q$ and $s$ as unknowns would require a two-dimensional search with a nearly exponential function. Both $f$ and $s^*$ depend on the state through $x$ alone, which suggests $x$ as the unknown. For given $x$, $\Delta p$ and $s^*$ are known, and $s$ solves
\begin{equation}
g(s)=s_n+h(s,s^*)\Delta p-s=0.
\end{equation}
Its slope is $h_s\Delta p-1\le-1$. At $s=s_n$, $g=h\Delta p$ has the sign of $s^*-s_n$; at $s=s^*$, $g=s_n-s^*$ has the opposite sign. There is one root, and it lies between $s_n$ and $s^*$.

What remains is
\begin{equation}
R(x)=q_{tr}-3G\Delta p(x)-\frac{s(x)\,x}{\xi}=0.
\label{R}
\end{equation}
For $q_{tr}>0$, $R\to q_{tr}$ as $x\to0$. At the value of $x$ where plastic flow alone would remove the whole trial stress,
\begin{equation}
x_{up}=\mathrm{asinh}\left[\left(\frac{q_{tr}}{3G\Delta t\,\hat A}\right)^m\right],
\end{equation}
$R=-sx_{up}/\xi<0$. A root is therefore bracketed for any $\Delta t>0$. If $q_{tr}=0$, then $\Delta p=0$.

For uniqueness, differentiate. From the flow law,
\begin{equation}
\Delta p_x=\frac{\Delta p}{m\tanh x},\qquad s^*_x=\frac{n s^*}{m\tanh x},
\end{equation}
and from the equation for $s$,
\begin{equation}
s_x=\frac{h\Delta p_x+h_*s^*_x\Delta p}{1-h_s\Delta p},\qquad
R_x=-3G\Delta p_x-\frac{s+xs_x}{\xi}.
\label{Rx}
\end{equation}
Where $h\ge0$, every term of $-R_x$ is nonnegative and $s/\xi$ is positive, so $R$ falls. For $n>0$ the bracket also contains a part with $h<0$, because $s^*\to0$ as $x\to0$. There, since the denominator of $s_x$ is at least one and $h_*s^*_x\Delta p\ge0$, $s_x\ge h\Delta p_x$. Then
\[
-R_x\ge\Delta p_x\left(3G+\frac{hx}{\xi}\right)+\frac s\xi,
\]
which is positive if $3G+hx/\xi>0$. If this holds wherever $h<0$ in the bracket, $R$ falls throughout and the root is unique. The condition is sufficient, not necessary. A material softening more steeply than it unloads elastically could violate it, and the step might then have several solutions.

Newton's method solves \eqref{R} with slope \eqref{Rx}, replacing any iterate outside the bracket by its midpoint. The equation for $s$ is treated in the same way.

\section{The tangent belonging to this step}

The global equilibrium iteration needs the derivative of the stress actually returned. The instantaneous elastic stiffness of a rate-dependent solid misses the flow within the step. At fixed $T$, \eqref{R} gives $dx/dq_{tr}=-1/R_x$, hence
\begin{equation}
D=\frac{d\Delta p}{dq_{tr}}=-\frac{\Delta p_x}{R_x}.
\end{equation}
Write $\mathbf I_d$ for the deviatoric projector. Then $d\mathbf t_{tr}=2G\mathbf I_d:d\boldsymbol\varepsilon$ and
\begin{align}
dq_{tr}&=\sqrt{3/2}\,2G\,\mathbf n:d\boldsymbol\varepsilon,\\
d\mathbf n&=\frac{2G}{\sqrt{2/3}\,q_{tr}}(\mathbf I_d-\mathbf n\otimes\mathbf n):d\boldsymbol\varepsilon.
\end{align}
Inserting these into $d\mathbf t=d\mathbf t_{tr}-2G\sqrt{3/2}(D\,dq_{tr}\,\mathbf n+\Delta p\,d\mathbf n)$, the $D$ term acquires the factor $2G\cdot\frac32\cdot2G=6G^2$, and so does $\Delta p/q_{tr}$. With bulk modulus $K$,
\begin{multline}
\frac{\partial\boldsymbol\sigma}{\partial\boldsymbol\varepsilon}=K\mathbf1\otimes\mathbf1+2G\left(1-\frac{3G\Delta p}{q_{tr}}\right)\mathbf I_d\\
+6G^2\left(\frac{\Delta p}{q_{tr}}-D\right)\mathbf n\otimes\mathbf n.
\end{multline}
Along $\mathbf n$ the deviatoric stiffness is $2G(1-3GD)$; across it, $2Gq/q_{tr}$. As $\Delta t\to0$ at fixed trial stress, both return to $2G$.

A coupled thermal solution also needs the temperature column. Isotropic expansion with coefficient $\alpha$ leaves $\mathbf t_{tr}$ unchanged. At fixed $x$,
\begin{equation}
\Delta p_T=\frac{Q\Delta p}{kT^2},\qquad s_T=\frac{h\Delta p_T}{1-h_s\Delta p},
\end{equation}
because $s^*$ depends on $x$ alone. Then $R_T=-3G\Delta p_T-s_Tx/\xi$, $dx/dT=-R_T/R_x$, and
\begin{equation}
\frac{\partial\boldsymbol\sigma}{\partial T}=-3K\alpha\mathbf1-2G\sqrt{3/2}\left(\Delta p_T-\Delta p_x\frac{R_T}{R_x}\right)\mathbf n.
\end{equation}

Both formulas were tested by central differences at 350 K, for a 0.5 s step with a 5 K rise and $s_n=28$ and 40 MPa. In orthonormal six-component form the old stress was $(12,-5,3,9,-4,6)$ MPa and the strain increment $(5,-2,-1,4,2,-3)\times10^{-4}$. The largest discrepancy was $2\times10^{-9}$ of $2G$ for the strain tangent and $2\times10^{-11}$ of the largest entry for the temperature column.

The same derivative shows how the instability is removed. At saturation $s=s^*$, so $h=h_s=h_*=0$ and $s_x=0$. Since $\Delta p_x\xi/s=\Delta tf_q$ and $\lambda=3Gf_q$,
\begin{equation}
\frac{dq}{dq_{tr}}=1-3GD=\frac{s/\xi}{3G\Delta p_x+s/\xi}=\frac1{1+\lambda\Delta t}.
\end{equation}
At saturation a stress disturbance therefore shrinks without changing sign, however long the step. Away from saturation this is not assured: under strong softening $s+xs_x$ can become negative. The disturbance then changes sign, and it grows over the step if $-(s+xs_x)/\xi$ exceeds half of $3G\Delta p_x$ while $R$ still falls. At $\lambda\Delta t=100$, perturbing the update gave 0.0099, or $1/101$. Stability does not confer accuracy: the method is first order.

\section{A joint heated slowly and quickly}

The joint is 0.25 mm high and 5 mm from the neutral point, with an expansion mismatch of $10^{-5}$ K$^{-1}$; hence $b=10^{-5}\times5/0.25=2\times10^{-4}$ K$^{-1}$. Heating runs from 250 to 400 K, starting relaxed with $s=20$ MPa. The other constants are $A=4000$ s$^{-1}$, $Q=0.80$ eV, $\xi=4$, $m=0.25$, $h_0=2\times10^5$ MPa, $\hat s=30$ MPa, $n=0.01$, $a=1.8$, $K=45\,000$ MPa and $\alpha=2.2\times10^{-5}$ K$^{-1}$.

For saturated flow at 400 K and the fast strain rate, $x=2.735$ and $s=32.55$ MPa. Equation \eqref{lam} gives
\[
\lambda=\frac{45\,000\times4\times1.155\times10^{-3}}{0.25\times32.55\times0.992}\simeq25.8\ \text{s}^{-1},
\]
so the critical step is $2/25.8=0.078$ s. Along implicit ramps with 0.05 K steps, whose discretization error raises the smallest limits by about 1\%, \eqref{exactlam} gives:
\begin{center}
\begin{tabular}{lcc}
 & 0.1 K/s & 10 K/s\\
smallest $\Delta T_c$ (K) & 0.519 & 0.516\\
smallest $\Delta t_c$ (s) & 5.19 & 0.0516\\
$\Delta T_c$ at 400 K (K) & 0.691 & 0.773
\end{tabular}
\end{center}
A hundredfold faster ramp shortens the smallest critical time step a hundredfold, while the smallest temperature increment changes by less than 1\%. The estimate \eqref{dtc} lies 2 to 3\% above these temperature limits. The tightest point comes early, near 256 K. There the fast-ramp estimate, 0.531 K, corresponds to $s\tanh x\simeq22$ MPa: the resistance has barely risen from its initial value. Flow is not yet established at that point: $x$ is still rising, which puts $f(3G+hq/s)$ about 2\% below $3G\dot e$, while the terms of $\lambda$ beyond $f_q(3G+hq/s)$ add about 5\%. The closeness of the estimate there owes something to this cancellation.

With 0.5 s steps the slow explicit ramp advances 0.05 K at a time and stays within 0.06 MPa of the implicit result. The fast one advances 5 K and fails as described. Refined to 0.05 K, the fast explicit ramp also stays within 0.07 MPa. Near the threshold the failure is milder. Steps somewhat above the smallest limit exceed it only briefly, near 256 K: started at 250 K, the fast explicit ramp stays within 1 MPa of the exact solution at 0.65 K per step, errs by about 10 MPa at 1.2 K and diverges at 2 K. Restarted from flow at 350 K with 0.85 times the 400 K limit, the fast ramp ends smoothly; with 1.15 times, the stress ends by alternating, with changes of up to 3 MPa per step.

The implicit update completes the fast ramp in 0.5 s steps, with at most seven iterations on \eqref{R}. It ends at 22.76 MPa, as does an independent stiff solver. Its largest error at the step ends is 2.3 MPa, about 5\% of the 46 MPa peak. Over the first 10 K, halving the increment from $1/16$ to $1/32$ K halves the largest error at whole kelvins, as first order requires.

To see what the tangent buys, put the joint in series with an elastic spring of stiffness $k_s=0.1G$ and take one 5 K step from the fast-ramp state at 350 K. The consistent tangent brings the force residual below $10^{-9}$ MPa in 6 evaluations; the last residuals are $0.14$, $1.1\times10^{-3}$, $7\times10^{-8}$ and $3\times10^{-15}$ MPa. The elastic tangent needs 136. Near the solution it multiplies the error by $1-(G_a+k_s)/(G+k_s)=(G-G_a)/(G+k_s)$, where $G_a=G(1-3GD)$. With rigid grips $\lambda\Delta t\simeq13$ at this state. Against the spring the joint shears about 20\% more than the free mismatch, which raises $\lambda\Delta t$ to about 15. Then $G_a\simeq G/16$ and the factor is 0.85, hence the slow convergence.

\section{How far this carries to a real joint}

The constants are rough, rounded values for tin-silver-copper solder; fitted sets differ between alloys and specimens. The slow rate is of the order used in chamber cycling, and the fast one represents a severe thermal shock. The imposed shear of 3\% over 150 K is large, because the package and board are treated as rigid.

Of the assumptions sized here, rigidity moves the stability limit most. With a spring, $\dot\tau=G(\dot\gamma-\dot\gamma_p)=k_s(\dot\gamma_0-\dot\gamma)$, where $\tau$ is the shear stress, $\gamma_p$ the plastic shear and $\gamma_0$ the free mismatch. Eliminating $\dot\gamma$ gives
\begin{equation}
\dot\tau=\frac{Gk_s}{G+k_s}(\dot\gamma_0-\dot\gamma_p).
\end{equation}
For $k_s=0.1G$, a chosen value, the stiffness falls elevenfold. At the saturated 400 K state, with the plastic strain rate held fixed, the critical step rises from 0.078 to 0.85 s. The 0.5 s explicit step would then be stable at that state. This does not guarantee a stable ramp. Where the stress falls on heating, the released elastic strain adds to the plastic strain rate and lowers the limit, to 0.68 s at 400 K on the compliant fast ramp. The smallest limit on that ramp, 0.47 s, comes earlier, near 300 K, while the stress is still rising. Equation \eqref{dtc} is also coarser there, because the neglected drift of $x$ grows from 2\% to about 25\% of the elastic loading.

The other effects sized are smaller. A 20\% lower shear modulus raises the estimated critical step by 25\% at fixed $s$ and $x$, but changes the final stress by 0.05\%. Plastic work would heat an insulated joint by 0.4 K, and the temperature lag across it is about 0.01 K. The anisotropic expansion of tin grains, taken roughly as $1.5\times10^{-5}$ K$^{-1}$, amounts to 13\% of the joint's equivalent strain and is absent from the isotropic law. The final rotation is 0.015 rad, consistent with small strain. At 400 K the solder is at about 0.8 of its rough melting temperature, where grain growth and damage, both omitted, may alter the constants over repeated cycles. Further values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Anand A, Q, xi, m: 4000 1/s, 0.8 eV, 4, 0.25
h0, s_hat, s0: 200000, 30, 20 MPa; n, a: 0.01, 1.8
shear, bulk modulus: 15000, 45000 MPa; expansion 2.2e-05 1/K
mismatch 1e-05 1/K, distance 5 mm, height 0.25 mm
ramp 250 to 400 K at 0.1 and 10 K/s; step 0.5 s
shear strain per kelvin: 0.0002 1/K
equivalent strain per kelvin: 0.0001155 1/K
fast equivalent strain rate: 0.001155 1/s
tensor tangent error relative to 2G: 2.2e-09
temperature column relative error: 2.3e-11
saturated flow at 400 K, fast: x: 2.735
saturated flow: s: 32.55 MPa
saturated flow: q: 22.26 MPa
saturated flow: decay rate: 25.76 1/s
saturated flow: critical time step: 0.07764 s
implicit disturbance factor at decay*dt = 100: 0.009901
slow: smallest critical temperature step: 0.5185 K
slow: reached at temperature: 255.50 K
slow: quasi-steady estimate there: 0.5329 K
slow: critical temperature step at 400 K: 0.6905 K
slow: quasi-steady estimate at 400 K: 0.7057 K
slow: smallest critical time step: 5.185 s
slow: peak equivalent stress: 35.87 MPa
slow: equivalent stress at 400 K: 12.88 MPa
fast: smallest critical temperature step: 0.5157 K
fast: reached at temperature: 256.55 K
fast: quasi-steady estimate there: 0.5311 K
fast: critical temperature step at 400 K: 0.7726 K
fast: quasi-steady estimate at 400 K: 0.7924 K
fast: smallest critical time step: 0.05157 s
fast: peak equivalent stress: 46.4 MPa
fast: equivalent stress at 400 K: 22.76 MPa
fast, stiff ODE solver: stress at 400 K: 22.764 MPa
fast, implicit 0.5 s steps: stress at 400 K: 22.763 MPa
fast, implicit 0.5 s steps: largest error: 2.333 MPa
most scalar Newton iterations in a 0.5 s step: 7
implicit error ratio on halving the step: 1.994
slow, explicit 0.5 s: largest gap to implicit: 0.05503 MPa
fast, explicit 0.5 s: run stopped at: 265 K
fast, explicit 0.5 s: stress when stopped: -1.49e+08 MPa
fast, explicit 0.05 K steps: largest gap: 0.06276 MPa
last stress changes at 0.85 of limit, largest: 0.09315 MPa
last stress changes at 1.15 of limit, largest: 2.966 MPa
consistent Newton residuals (MPa): 4.2e+00, 1.4e+00, 1.4e-01, 1.1e-03, 7.0e-08, 3.1e-15
residual evaluations, consistent tangent: 6
residual evaluations, elastic tangent: 136
assembly stiffness / G (chosen): 0.1
critical time step with that compliance: 0.8541 s
stress change at 400 K for 20% lower G: 0.05429 %
adiabatic plastic heating over fast ramp: 0.3593 K
temperature lag across joint, fast: 0.008479 K
tin grain expansion mismatch / joint strain: 12.99 %
rotation at ramp end, half the shear: 0.015 rad
top temperature / rough melting point: 0.8163
\end{verbatim}
